Irreducible diagrams and the Dyson equation: shifted poles versus multiple poles

**A number that cannot be right**

An electron is placed in an empty level coupled to one vibration. After a time t = 40/ω0, where ω0 is the vibration frequency, second-order perturbation theory for the Green's function gives the amplitude for finding the system as it was prepared:

|G(t)| = 9.83

An overlap of two normalized states cannot exceed 1, and the exact value here is 0.66. If the same second-order diagram is used in another way, as a self-energy, the result is 1.00, which is at least allowed. What differs is how a finite set of diagrams treats the energy of the electron.

**Simplest case: a constant shift**

Set ħ = 1. Let a level of energy ε receive a constant extra energy v, and measure frequency from the old level, z = ω − ε. Without v the Green's function is G0 = 1/z. With v it is

G = 1/(z − v) = 1/z + v/z² + v²/z³ + …

The series is geometric in v/z and converges for |z| > |v|. The exact function has a simple pole at z = v. Each term of the series has its pole at z = 0, and a sum through v^N has a pole of order N+1 there. No finite sum has a pole at z = v.

In time, a pole 1/(z − E) stands for e^(−iEt). Differentiating k times with respect to E and dividing by k! gives

1/(z − E)^(k+1)  ↔  (−it)^k e^(−iEt)/k!

The series above is therefore e^(−ivt) = 1 − ivt + (−ivt)²/2 + …, and cutting it leaves a polynomial that grows with t. A multiple pole is a shifted pole expanded in its shift.

Limit: for |vt| ≪ 1 the cut series is accurate. A cut at any fixed order N fails once the first omitted term, of size |vt|^(N+1)/(N+1)!, is no longer small, and this happens at long enough times however small v itself may be.

**A level that can emit and absorb bosons**

Now let the shift come from an interaction:

H = ε c†c + ω0 b†b + g c†c (b + b†)

Here c† creates the electron (spin is left out), b† creates a boson, ω0 > 0, and g is real and nonzero. The reference state |0⟩ has no electron and no boson, and H|0⟩ = 0. For t > 0 define

iG(t) = ⟨0|c e^(−iHt) c†|0⟩

The opposite time order contributes nothing because c|0⟩ = 0. With one electron present, H = ε + h, where

h = ω0 b†b + W,  W = g(b + b†)

From here on |0⟩ means the boson vacuum. The Fourier transform of G(t) is

G(z) = ⟨0|(z − h)⁻¹|0⟩

with z just above the real axis where that matters.

Let R = (z − h)⁻¹ and R0 = (z − ω0 b†b)⁻¹. Since (R0⁻¹ − W)R = 1, multiplication by R0 from the left gives R = R0 + R0WR. Repeated insertion yields

G = Σ_n ⟨0|R0 (W R0)^(2n)|0⟩,  n = 0, 1, 2, …

Odd powers vanish, since each W changes the boson number by one and the number must return to zero. Equalities between series are meant power by power in g, where each side is a finite sum.

**From matrix elements to diagrams**

Raising the boson number from m−1 to m carries a factor √m, and so does lowering it from m to m−1. A path from zero bosons back to zero crosses each such step equally often upwards and downwards. The two roots can thus be combined into one factor m for each absorption that starts from m bosons.

This m is the number of ways to choose which open boson line ends. So draw 2n vertices on a horizontal electron line and join them in pairs by arcs. Each pairing is one diagram, and all pairings together reproduce the matrix element. Let h_j be the number of arcs above the j-th inner segment. The value of a diagram is

(1/z) · g^(2n) ∏_j 1/(z − h_j ω0) · (1/z),  j = 1, …, 2n−1

The two outer factors 1/z are the legs, where no boson is present.

At order g² there is one diagram, with h = 1:

G^(2) = g²/[z²(z − ω0)]

At order g⁴ there are three. Pairing the vertices as (12)(34) gives h = 1, 0, 1. The pairings (13)(24) and (14)(23) both give h = 1, 2, 1.

**Irreducible diagrams**

Cut one inner electron segment. If an arc passes above the cut, the diagram still hangs together; if none does, it falls into two pieces. A diagram is called one-particle irreducible if no such cut separates it, which here means h_j ≥ 1 on every inner segment. The self-energy Σ is the sum of all irreducible diagrams without their outer legs. Its first two terms are

Σ^(2) = g²/(z − ω0)

Σ^(4) = 2g⁴/[(z − ω0)²(z − 2ω0)]

The pairing (12)(34) is absent from Σ^(4) because its middle segment has h = 0. Listing all pairings gives 1, 3, 15, 105 and 945 diagrams at orders g² to g¹⁰, of which 1, 2, 10, 74 and 706 are irreducible.

**Resummation**

Take any diagram and cut it at every inner segment with h_j = 0. This produces a unique sequence of k irreducible pieces joined by single lines G0, with k = 0 for the bare line. Conversely, any sequence of irreducible pieces is an allowed diagram. The values multiply, because arcs of one piece never lie above a segment of another. Hence

G = G0 + G0 Σ G0 + G0 Σ G0 Σ G0 + …

Take G0Σ out of every term after the first. What remains is the same series again:

G = G0 + G0 Σ [G0 + G0 Σ G0 + …] = G0 + G0 Σ G

This is the Dyson equation. Multiplying by z = 1/G0 gives zG = 1 + ΣG, so

G = 1/(z − Σ(z))

Limit: if Σ is the constant v, this is the first example again.

The cutting argument used two properties: G is the sum of all diagrams strung along a line, and their values factorize at each cut. Where an interaction and its diagram rules have both properties, the same equation follows. With several levels, G0 and Σ become matrices, the order of factors matters, and G⁻¹ = G0⁻¹ − Σ.

**Cutting the series for G**

Keep all diagrams of G through order g^(2N), with N ≥ 1. Their denominators vanish only at z = kω0, with k = 0, 1, …, N, since at most N arcs can overlap. These are unperturbed energies: the bare electron plus k bosons.

A diagram made of k irreducible pieces contains k+1 factors 1/z. Each piece costs at least g², so k ≤ N. The highest power of 1/z comes from one chain alone, N copies of Σ^(2). Since Σ^(2) is regular at z = 0, with Σ^(2)(0) = −g²/ω0, the leading term there is

(−g²/ω0)^N / z^(N+1)

The pole at z = 0 has order exactly N+1.

It is not true, however, that finite order creates multiple poles and nothing else. Partial fractions of the g² term give

G^(2) = (g²/ω0²)[1/(z − ω0) − 1/z] − (g²/ω0)/z²

To verify this, note that the bracket equals ω0/[z(z − ω0)]. The right-hand side is then (g²/ω0)[z − (z − ω0)]/[z²(z − ω0)], which is G^(2). So there is also a new simple pole at z = ω0, a sideband with one boson left behind. It too sits at an unperturbed energy.

Translated into time, with the phase e^(−iεt) removed, G through order g² reads

iG(t)e^(iεt) ≈ 1 + (g²/ω0²)(e^(−iω0t) − 1 + iω0t)

The last term comes from the double pole. Take g = 0.5ω0, so that g²/ω0² = 0.25, and ω0t = 40. With cos 40 = −0.667 and sin 40 = 0.745,

real part: 1 + 0.25(−0.667 − 1) = 0.583

imaginary part: 0.25(40 − 0.745) = 9.814

The modulus is 9.83, the number at the start. The linear term supplies nearly all of it.

**The exact answer**

This model can be solved by completing the square. With α = g/ω0,

h = ω0 (b† + α)(b + α) − g²/ω0

Expanding the product gives ω0b†b + g(b + b†) + g²/ω0, and the last term cancels. The operator B = b + α obeys [B, B†] = 1, as b does, so the exact energies are

E_n = −g²/ω0 + nω0,  n = 0, 1, 2, …

Let |n~⟩ = (B†)^n|0~⟩/√n! be the eigenstates, with B|0~⟩ = 0. Since ⟨0|b† = 0, we have ⟨0|B† = α⟨0|, and therefore ⟨0|n~⟩ = α^n⟨0|0~⟩/√n!. The squared overlaps must add up to 1, which fixes |⟨0|0~⟩|² = e^(−α²). The weights are

Z_n = e^(−α²) α^(2n)/n!

Summing Z_n e^(−iE_n t) gives an exponential series:

iG(t)e^(iεt) = exp[α²(e^(−iω0t) − 1 + iω0t)]

Its expansion to first order in α² is the result found above. The modulus is exp[−α²(1 − cos ω0t)], which at ω0t = 40 equals exp(−0.25 × 1.667) = 0.66. The term iω0t belongs in an exponent, where it is a phase and cannot grow.

For g = 0.5ω0 the lowest exact pole is at −0.25ω0 with weight e^(−0.25) = 0.779. At that point G cut at g² is finite. In units of 1/ω0,

1/(−0.25) + 0.25/[0.0625 × (−1.25)] = −4 − 3.2 = −7.2

Through g⁴, g⁶, g⁸ and g¹⁰ the values are −10.3, −13.4, −16.6 and −19.7. The sum diverges slowly as orders are added, but at each order it is a finite number where the exact G has a pole.

**Cutting the series for Σ**

Now let Σ_N be the irreducible diagrams through order g^(2N), and let

G_N = 1/(z − Σ_N(z))

This contains infinitely many diagrams of G, namely all chains of the retained pieces. Start with N = 1. A pole requires z = g²/(z − ω0), that is

z² − ω0z − g² = 0,  z = [ω0 ± √(ω0² + 4g²)]/2

For g = 0.5ω0 the square root is √2 ω0, and the poles are at −0.207ω0 and 1.207ω0. Nothing is left at the old position: G_1(0) = −1/Σ_1(0) = 4/ω0, a finite value.

The residue at a simple pole δ follows from z − Σ(z) ≈ [1 − Σ′(δ)](z − δ), which gives Z = 1/(1 − Σ′(δ)). Here Σ_1′ = −g²/(z − ω0)², so at the lower pole

Z = 1/(1 + 0.25/1.207²) = 0.854

G_1 = (z − ω0)/(z² − ω0z − g²) falls as 1/z at large z, so its two residues add up to 1, and the upper pole has the remaining 0.146. For two weights adding up to 1, with poles √2 ω0 apart,

|G_1(t)|² = 1 − 4(0.854)(0.146) sin²(ω0t/√2)

At ω0t = 40 the sine's argument is 28.28, very near 9π = 28.27. That is why the opening value was 1.00. It is an accident of the chosen time: the modulus oscillates between 0.71 and 1. The bound is no accident, since two positive weights with real energies cannot give more than 1.

**Does every finite order shift the pole?**

For this model, yes, for any N ≥ 1 and any g ≠ 0. Consider real z ≤ 0. An irreducible diagram of order g^(2n) has 2n−1 factors 1/(z − h_jω0), all with h_j ≥ 1 and thus all negative. Their number is odd, so each diagram is negative, and

Σ_N(z) < 0 for z ≤ 0

In particular Σ_N(0) ≠ 0, so G_N(0) = −1/Σ_N(0) is finite and the old pole is gone.

As z rises towards zero, every factor grows in magnitude, so Σ_N falls and Σ_N′ < 0. The function z − Σ_N(z) therefore rises with slope greater than 1. It tends to −∞ for z → −∞, and at z = 0 it equals −Σ_N(0) > 0. It crosses zero once. There is exactly one negative pole δ_N, it is simple, and its residue lies between 0 and 1.

Adding the next order makes Σ more negative. At the old root, z − Σ_(N+1) is then positive, so the new root lies lower: δ_(N+1) < δ_N.

The roots cannot fall below the exact energy. For z < 0 every diagram of G has 2n+1 negative factors, so all diagrams have the same sign. From the exact solution at imaginary time,

−G(z) = ∫₀^∞ dτ e^(zτ) exp[α²(e^(−ω0τ) − 1 + ω0τ)]

The bracket is positive for τ > 0, so the expansion in α² has positive terms and may be integrated term by term. The integral is finite for z < −g²/ω0. The chains in G_N are a subset of these one-signed terms, so their geometric series also converges there. This requires |Σ_N(z)| < |z|, hence z − Σ_N(z) < 0, and z lies below δ_N. Therefore δ_N ≥ −g²/ω0.

For g = 0.5ω0, solving z = Σ_N(z) by numerical root finding gives, in units of ω0:

N = 1: δ = −0.2071, Z = 0.854
N = 2: δ = −0.2383, Z = 0.808
N = 3: δ = −0.2465, Z = 0.790
N = 4: δ = −0.2489, Z = 0.783
N = 5: δ = −0.2496, Z = 0.780
exact: δ = −0.2500, Z = 0.779

The error of the shift, relative to the exact shift, drops from 17% at N = 1 to 0.14% at N = 5.

Weak-coupling limit: for N = 1, expanding the square root gives

δ_1 = −g²/ω0 + g⁴/ω0³ − …

The error starts at g⁴, the first order left out of Σ_1. Comparing numerical roots at g² = 0.001ω0² and 0.002ω0² gives errors that scale as (g²)^p, with p = 1.997, 2.995 and 3.994 for N = 1, 2 and 3. This agrees with an error of order g^(2N+2).

**Shifted does not mean correct**

The statement just proved concerns the pole that starts at z = 0. The sideband behaves differently. Σ_1 puts it at 1.207ω0, above ω0, while the exact one is at 0.75ω0, below ω0. Even the direction is wrong.

The reason is that each term of Σ, and hence the cut sum Σ_N, has its own poles at unperturbed energies. Let u = z − ω0 be of order g²/ω0. Then Σ^(2) = g²/u is of order ω0, and so is Σ^(4) ≈ −2g⁴/(ω0u²). Near the sideband the fourth-order term is not a small correction to the second.

Keeping both at weak coupling, the pole condition z ≈ ω0 becomes

ω0 = g²/u − 2g⁴/(ω0u²)

Multiplication by u²/ω0 gives u² − (g²/ω0)u + 2(g²/ω0)² = 0, with solutions

u = (g²/ω0)(1 ± i√7)/2

The poles have moved off the real axis. For g = 0.5ω0 the full condition z = Σ_2(z), a polynomial equation of fourth degree, gives 1.089ω0 ± 0.295iω0. Since h is Hermitian, its energies are real, and these poles are artefacts of the cut. The one with positive imaginary part lies in the upper half-plane, where the true G has no poles. Translated into time by the rule 1/(z − E) ↔ e^(−iEt), which amounts to solving the Dyson equation forward from t = 0, it gives a term growing as e^(0.295ω0t). A finite-order Σ is thus no guarantee of a sensible spectrum away from the pole it was meant to describe.

**When the pole stays**

The shift required Σ(0) ≠ 0. Add a term v c†c to H, with v = g²/ω0 counted as second order. The lowest self-energy becomes

Σ = g²/ω0 + g²/(z − ω0) = (g²/ω0) z/(z − ω0)

It vanishes at z = 0. The second-order term of G is now

Σ/z² = (g²/ω0)/[z(z − ω0)]

and the double pole has disappeared. The Dyson form gives

z − Σ = z[1 − (g²/ω0)/(z − ω0)]

so the pole remains at z = 0, with residue 1/(1 + g²/ω0²) = 0.80 for g = 0.5ω0. The exact lowest energy is −g²/ω0 + v = 0 as well, with weight 0.779. Here the self-energy changes the strength of the pole without moving it.

This also shows what the double pole measures. At lowest order its coefficient in G is Σ(0), which is the lowest-order (g²) estimate of the shift. If that coefficient is zero, there is no shift at this order to be expanded, and no term linear in t.

All numerical values are calculated from the stated model.
